# Polarizable-continuum response kernel: its sign, and equilibrium versus optical permittivity

## What goes wrong without the kernel

Suppose the ground state of a solvated molecule has been computed with its reaction field, and the response to an electric field is then computed with the Hartree and exchange-correlation kernels alone. The solvent polarization is thereby frozen while the electrons move. For formaldehyde in the model solvent treated below, the static polarizability along the CO axis comes out as 18.12 bohr³ instead of 20.12 bohr³, which is 10% too low relative to the latter (small basis; 12% in a basis with diffuse functions).

Adding the solvent kernel with the static permittivity at every frequency produces the opposite error. At a photon energy of 2 eV it gives 20.54 bohr³, where a solvent that cannot reorient in time gives 19.14 bohr³, an excess of 7% relative to the latter (9% with diffuse functions). Two things are therefore needed: the kernel with its sign, and a rule for the permittivity in it.

## Setting

Atomic units are used, with Gaussian electrostatics. The solute has charge density $\rho=\rho_{\rm nuc}-n$, where $n$ is the electron number density. The permittivity is 1 inside a fixed cavity and $\varepsilon\ge1$ outside. The solvent is linear and local, the nuclei are fixed and lie inside the cavity, and nonelectrostatic solvation terms are omitted. With

$$L_\varepsilon=-\frac{1}{4\pi}\nabla\cdot\varepsilon(\mathbf r)\nabla ,$$

the potential obeys $L_\varepsilon\phi_\varepsilon=\rho$ and vanishes at infinity. The free energy of charging a linear dielectric is $\tfrac12\langle\rho|\phi_\varepsilon\rangle$. The vacuum part already belongs to the solute energy, so the solvent adds

$$G[n]=\tfrac12\langle\rho|R_\varepsilon|\rho\rangle,\qquad R_\varepsilon=L_\varepsilon^{-1}-L_1^{-1}.$$

Since $\delta\rho=-\delta n$ and $R_\varepsilon$ is symmetric,

$$\frac{\delta G}{\delta n}=-R_\varepsilon\rho,\qquad f_{\rm s}(\mathbf r,\mathbf r')=\frac{\delta^2G}{\delta n(\mathbf r)\,\delta n(\mathbf r')}=R_\varepsilon(\mathbf r,\mathbf r').$$

The first derivative is the solvent potential acting on an electron. In the second, the two minus signs cancel. The claim is that $\langle\delta n|f_{\rm s}|\delta n\rangle\le0$ for every density change.

## First derivation: the field in all space

Consider the functional

$$J_\varepsilon[\phi]=\langle\rho|\phi\rangle-\frac1{8\pi}\int\varepsilon|\nabla\phi|^2 .$$

Insert $\phi=\phi_\varepsilon+\eta$. The terms linear in $\eta$ are $\langle\rho|\eta\rangle-\frac1{4\pi}\int\varepsilon\nabla\phi_\varepsilon\cdot\nabla\eta$. They cancel after integration by parts, because $L_\varepsilon\phi_\varepsilon=\rho$. What remains is $-\frac1{8\pi}\int\varepsilon|\nabla\eta|^2\le0$, so $\phi_\varepsilon$ is the unique maximum. There $\frac1{4\pi}\int\varepsilon|\nabla\phi_\varepsilon|^2=\langle\rho|\phi_\varepsilon\rangle$, and hence

$$\max_\phi J_\varepsilon=\tfrac12\langle\rho|L_\varepsilon^{-1}|\rho\rangle .$$

Now compare two outside permittivities $\varepsilon_2\ge\varepsilon_1\ge1$:

$$J_{\varepsilon_2}[\phi_{\varepsilon_2}]=J_{\varepsilon_1}[\phi_{\varepsilon_2}]-\frac{\varepsilon_2-\varepsilon_1}{8\pi}\int_{\rm out}|\nabla\phi_{\varepsilon_2}|^2\le J_{\varepsilon_1}[\phi_{\varepsilon_1}].$$

Thus $R_{\varepsilon_2}\le R_{\varepsilon_1}$ as quadratic forms. Setting $\varepsilon_1=1$ gives $R_\varepsilon\le0$. Nothing in the argument depends on the total charge, so it applies equally when $\rho$ is replaced by $-\delta n$.

The kernel is semidefinite and not definite. For $\varepsilon>1$, equality requires $\phi_\varepsilon=\phi_1$ and a vanishing field outside. Conversely, if $\nabla\phi_1=0$ outside, then $L_\varepsilon\phi_1=\rho$, so $\phi_\varepsilon=\phi_1$ and $R_\varepsilon\rho=0$. The null densities are therefore those whose vacuum field vanishes outside the cavity, such as a neutral spherical distribution contained in it. On a grid with an L-shaped cavity, the count of field-free patterns predicts 52 null modes, and diagonalization finds 52.

The dependence on $\varepsilon$ can be made explicit. Write $L_\varepsilon=L_1+(\varepsilon-1)T$, where $T$ is $L_1$ with the integrand of its quadratic form restricted to the outside region. Solve

$$T\phi_j=p_jL_1\phi_j,\qquad \langle\phi_i|L_1|\phi_j\rangle=\delta_{ij},\qquad p_j=\frac{\int_{\rm out}|\nabla\phi_j|^2}{\int_{\rm all}|\nabla\phi_j|^2}.$$

The number $p_j$ is the fraction of the vacuum field energy that lies outside, so $0\le p_j\le1$. Since $L_\varepsilon\phi_j=[1+p_j(\varepsilon-1)]L_1\phi_j$,

$$L_\varepsilon^{-1}=\sum_j\frac{|\phi_j\rangle\langle\phi_j|}{1+p_j(\varepsilon-1)} .$$

Subtracting the same sum at $\varepsilon=1$ gives

$$R_\varepsilon=-\sum_jh_j\,|\phi_j\rangle\langle\phi_j|,\qquad h_j(\varepsilon)=\frac{p_j(\varepsilon-1)}{1+p_j(\varepsilon-1)} .\tag{1}$$

For a weak dielectric $h_j\approx p_j(\varepsilon-1)$, so the shape of the field matters. For $\varepsilon\to\infty$, $h_j\to1$ for every $p_j>0$, which is the conductor limit.

## Second derivation: apparent surface charge

Let the solute charge lie inside a smooth cavity surface $\Gamma$ with outward normal $\mathbf n$. The solvent is now represented by a charge $\sigma$ on $\Gamma$. Define

$$(S\sigma)(\mathbf s)=\int_\Gamma\frac{\sigma(\mathbf s')}{|\mathbf s-\mathbf s'|}\,ds',\qquad (D^*\sigma)(\mathbf s)=\int_\Gamma\sigma(\mathbf s')\,\partial_{n(\mathbf s)}\frac1{|\mathbf s-\mathbf s'|}\,ds',$$

and let $D$ be the transpose of $D^*$. The normal derivative of the potential of $\sigma$ is $D^*\sigma-2\pi\sigma$ just outside and $D^*\sigma+2\pi\sigma$ just inside; the difference, $-4\pi\sigma$, is Gauss's law. Let $V$ and $E$ be the values on $\Gamma$ of the vacuum potential $\phi_1$ and of $\partial_n\phi_1$. Continuity of the normal displacement reads

$$\varepsilon(E+D^*\sigma-2\pi\sigma)=E+D^*\sigma+2\pi\sigma .$$

Collecting terms gives $(\varepsilon-1)(E+D^*\sigma)=2\pi(\varepsilon+1)\sigma$, or

$$\left[2\pi\frac{\varepsilon+1}{\varepsilon-1}-D^*\right]\sigma=E .$$

To eliminate $E$, apply Green's identity in the exterior, where $\phi_1$ is harmonic, and let the field point approach $\Gamma$:

$$V=\frac1{4\pi}\left[(D+2\pi)V-SE\right]\quad\Rightarrow\quad SE=-(2\pi-D)V .$$

The same identity holds for the potential of any surface charge $\sigma$, with $V\to S\sigma$ and $E\to D^*\sigma-2\pi\sigma$. It then gives $SD^*=DS$. Acting with $S$ on the equation for $\sigma$ yields the integral-equation form of the continuum model:

$$\left[2\pi\frac{\varepsilon+1}{\varepsilon-1}-D\right]S\sigma=-(2\pi-D)V .\tag{2}$$

The operator $S$ is positive definite, because $\langle\tau|S|\tau\rangle$ is twice the field energy of the surface charge $\tau$. The relation $SD^*=DS$ makes $D^*$ self-adjoint in the inner product $\langle\tau|S|\tau'\rangle$. For smooth $\Gamma$, $D^*$ is also compact, so there is a complete set with $D^*\tau_j=d_j\tau_j$, real $d_j$ and $\langle\tau_i|S|\tau_j\rangle=\delta_{ij}$.

The outside field energy of $\tau_j$ follows from Green's identity:

$$-\frac1{8\pi}\langle S\tau_j|D^*\tau_j-2\pi\tau_j\rangle=\frac{2\pi-d_j}{8\pi}.$$

The total is $\tfrac12$, so the outside fraction is $p_j=(2\pi-d_j)/4\pi$. It cannot exceed 1. It cannot be zero either: a potential that vanishes throughout the exterior vanishes on $\Gamma$, hence also inside, which leaves no charge.

Expand $V=\sum_jc_jS\tau_j$, with $c_j=\langle\tau_j|V\rangle$, and $\sigma=\sum_js_j\tau_j$. Equation (2) gives

$$s_j=-\frac{(2\pi-d_j)(\varepsilon-1)}{2\pi(\varepsilon+1)-d_j(\varepsilon-1)}\,c_j .$$

With $d_j=2\pi(1-2p_j)$, the numerator is $4\pi p_j(\varepsilon-1)$ and the denominator is $4\pi[1+p_j(\varepsilon-1)]$. Hence $s_j=-h_jc_j$, with the same $h_j$ as in (1). The free energy is

$$G=\tfrac12\langle\sigma|V\rangle=-\tfrac12\sum_jh_jc_j^2,\qquad c_j=\int\rho\,u_j,\qquad u_j(\mathbf r)=\int_\Gamma\frac{\tau_j(\mathbf s)}{|\mathbf s-\mathbf r|}\,ds .$$

Two derivatives with respect to $n$ give

$$f_{\rm s}(\mathbf r,\mathbf r')=-\sum_jh_j\,u_j(\mathbf r)\,u_j(\mathbf r'),$$

which is again negative semidefinite.

**Sphere of radius $a$.** A surface harmonic of degree $l$ has a potential varying as $r^l$ inside and $r^{-l-1}$ outside. By Green's identity the two energies are in the ratio $l:(l+1)$, so $p_l=(l+1)/(2l+1)$. The jump condition $(2l+1)\phi/a=4\pi\sigma$ shows that $S$ has eigenvalue $4\pi a/(2l+1)$. With $V_{lm}=\int Y_{lm}V\,d\Omega$ for real harmonics,

$$G=-\tfrac12\sum_{lm}w_lV_{lm}^2,\qquad w_l=\frac{(2l+1)a}{4\pi}h_l .\tag{3}$$

A central charge $q$ has $V_{00}=\sqrt{4\pi}\,q/a$, and $G=-(1-1/\varepsilon)q^2/2a$. A central dipole $\mu$ has $V_{10}=\sqrt{4\pi/3}\,\mu/a^2$, and $G=-h_1\mu^2/2a^3$ with $h_1=2(\varepsilon-1)/(2\varepsilon+1)$.

## What each derivation assumes

The first derivation needs only $\varepsilon\ge1$ and finite field energy. For the sign of the kernel and its monotonic dependence on $\varepsilon$, the surface may have corners, and the electron density may extend into the solvent region. The discrete sum (1) assumes in addition a complete set of eigenfunctions $\phi_j$. This holds on a finite grid and, through the compactness of $D^*$, for a smooth surface, but it is not guaranteed when the surface has corners. The second needs a smooth surface for the mode expansion used here, and it needs the charge to be inside, since Green's identity was applied to a harmonic exterior potential.

For charge inside, the two kernels coincide. Besides the surface modes $u_j$, the full space contains fields confined to the inside, with $p=0$ and $h=0$, and fields confined to the outside, with $p=1$, which have no overlap with inside charge.

For a density with a tail, (2) can still be used with the full potential $V$ on $\Gamma$. The result stays negative semidefinite, because the proof holds for any $V$, but it is no longer the Poisson kernel. It omits the outside-confined modes, each of which would contribute $-(1-1/\varepsilon)|\langle\rho|\phi_j\rangle|^2$ to $\langle\rho|R_\varepsilon|\rho\rangle$. The Poisson kernel is then at least as negative as the surface kernel.

A numerical discretization of (2) need not preserve $SD^*=DS$, and the proof of symmetry and sign then does not carry over to the discrete kernel. The proofs also lapse where the solvent permittivity falls below 1, as can happen near a resonance.

## Which permittivity

Let the time factor be $e^{-i\omega t}$ and let orientation follow the Debye law

$$\varepsilon(\omega)=\varepsilon_{\rm opt}+\frac{\varepsilon_0-\varepsilon_{\rm opt}}{1-i\omega\tau}.$$

Here $\varepsilon_{\rm opt}$ describes solvent electrons that follow at once. For one mode put $A=1+p(\varepsilon_{\rm opt}-1)$ and $B=1+p(\varepsilon_0-1)$. Then

$$1+p[\varepsilon(\omega)-1]=A+\frac{B-A}{1-i\omega\tau}=\frac{B-i\omega\tau A}{1-i\omega\tau}.$$

Since $h=1-1/[1+p(\varepsilon-1)]$, with $h_0=1-1/B$ and $h_{\rm opt}=1-1/A$,

$$h(\omega)=1-\frac{1-i\omega\tau}{B-i\omega\tau A}=h_{\rm opt}+\frac{h_0-h_{\rm opt}}{1-i\omega\tau_p},\qquad\tau_p=\tau\frac AB .\tag{4}$$

The last form is verified by putting it over the common denominator $1-i\omega\tau_p$ and using $\tau_p/A=\tau/B$. A static perturbation, $\omega\tau_p\ll1$, takes $\varepsilon_0$. A dynamic one with $\omega\tau_p\gg1$, still far below the electronic excitations of the solvent, takes $\varepsilon_{\rm opt}$. This holds for the single Debye term. A real liquid also has librational and vibrational response in the far infrared and infrared, so $\varepsilon_{\rm opt}$ is reached only above those frequencies; for the dipole mode of the model below, $\omega\tau_p=10$ and $100$ correspond to about 230 and 2300 cm⁻¹. In between, the kernel is complex. Its real part remains negative semidefinite in this model, because $\mathrm{Re}\,h$ lies between $h_{\rm opt}$ and $h_0$.

The reference state has had time to equilibrate, so its potential contains $\varepsilon_0$ in both cases. For one mode, let $w_0$ and $w_{\rm opt}$ be the weight $w_l$ of (3) evaluated at $\varepsilon_0$ and at $\varepsilon_{\rm opt}$; the subscript 0 refers to $\varepsilon_0$, not to $l=0$. After a fast change from $V_{\rm ref}$ to $V$, the charge conjugate to a mode in (3) is $-w_0V_{\rm ref}-w_{\rm opt}(V-V_{\rm ref})$. Integrating it over $V$, starting from the equilibrium free energy, gives

$$G_{\rm neq}=-\tfrac12w_0V_{\rm ref}^2-w_0V_{\rm ref}(V-V_{\rm ref})-\tfrac12w_{\rm opt}(V-V_{\rm ref})^2 .$$

Its slope at $V_{\rm ref}$ contains $w_0$, its curvature $w_{\rm opt}$. Consequently the limit $\omega\to0$ of a response computed with the optical kernel is not the equilibrium static response.

## Effect on polarizability and excitation energies

For a closed shell with real orbitals, let $b_{k,ia}$ be the matrix element, between occupied $i$ and virtual $a$, of the projected potential of a unit charge; $k$ stands for $lm$. In the singlet response both spins contribute to the density, so the usual matrices $\mathsf A$ and $\mathsf B$ each gain $-2\sum_kw_kb_{k,ia}b_{k,jb}$. In a triplet excitation the spin contributions to the density cancel, and the solvent kernel drops out.

With $d_{ia}=\langle i|z|a\rangle$ and a field $F$ acting on the solute, the forward and backward amplitudes $X,Y$ obey

$$\mathsf AX+\mathsf BY-\omega X=-Fd,\qquad \mathsf BX+\mathsf AY+\omega Y=-Fd .$$

The difference gives $(\mathsf A-\mathsf B)(X-Y)=\omega(X+Y)$. Inserting this in the sum, and using the induced dipole $-2d^T(X+Y)$, gives

$$\alpha(\omega)=4d^T\left[(\mathsf A+\mathsf B)-\omega^2(\mathsf A-\mathsf B)^{-1}\right]^{-1}d .$$

The solvent adds a negative semidefinite matrix to $\mathsf A+\mathsf B$. While that sum stays positive definite, its inverse can only grow, so the static $\alpha$ rises or stays. For a local functional $\mathsf A-\mathsf B=\Delta$, the diagonal matrix of orbital gaps. The squared excitation energies are the eigenvalues of $\Delta^{1/2}(\mathsf A+\mathsf B)\Delta^{1/2}$, and by the min-max principle each ordered singlet energy falls or stays when a real, frequency-independent solvent kernel is added. Both statements compare kernels at fixed orbitals.

## Formaldehyde in a model solvent

The solute is treated with LDA (Slater exchange, VWN correlation) in the 6-31G* basis with spherical d functions, in a sphere of radius 5.669 bohr. Cartesian d functions raise the polarizabilities by about 0.1 bohr³. The solvent parameters are $\varepsilon_0=80$, $\varepsilon_{\rm opt}=1.8$ and $\tau=8$ ps. About 0.007 electrons lie outside the cavity in this basis, and about 0.016 in aug-cc-pVDZ or aug-cc-pVTZ. The change that the applied field itself undergoes in the solvent is left out.

For the dipole mode $p=2/3$, so $A=1.533$, $B=53.67$, $h_0=0.981$ and $h_{\rm opt}=0.348$. The relaxation time is $8\times1.533/53.67=0.229$ ps, much shorter than $\tau$.

| Solvent kernel | $\alpha_{zz}$ (bohr³) | Bright singlet (eV) |
|---|---:|---:|
| frozen | 18.12 | 11.84 |
| optical | 18.78 | 11.75 |
| equilibrium | 20.12 | 11.56 |

The optical and equilibrium polarizabilities are 2.78 and 2.98 Å³. Finite-field calculations in which none, the fast part, or all of the solvent polarization follows reproduce the three values to the digits shown. The gas-phase value is 18.30 bohr³: here the reference reaction field slightly lowers $\alpha$ by changing the orbitals, while the kernel raises it.

A dipole estimate explains most of the rise. The induced dipole $\mu$ feels $F+h_1\mu/a^3$, so

$$\alpha\approx\frac{\alpha_{\rm frozen}}{1-h_1\alpha_{\rm frozen}/a^3}.$$

With $a^3=182.2$ bohr³, the equilibrium estimate is $18.12/(1-0.0976)=20.08$ bohr³, within 0.3% of the full result (within 0.4% in aug-cc-pVDZ and aug-cc-pVTZ). The formula also shows how stability would fail: $\alpha$ diverges when $h_1\alpha_{\rm frozen}$ reaches $a^3$.

At $\omega=1/\tau_p$ of the dipole mode, that is $\omega/2\pi=696$ GHz, the response is $19.40+0.67i$ bohr³, the positive imaginary part being absorption by the lagging solvent. At 2 eV the Debye and optical kernels both give 19.14 bohr³.

The bright singlet is the strongest one below 12 eV with the frozen kernel. It lies far above the LDA ionization threshold, which is minus the highest occupied orbital energy, about 6 eV. It is therefore a model state of the small basis and not a bound excitation of the molecule: with diffuse functions the spectrum in this range changes. The strongest singlet below 14.5 eV then lies at 13.3 eV (6-31++G**) or 13.0 eV (aug-cc-pVDZ), with oscillator strength 0.39 or 0.33 instead of 0.46, and the optical kernel lowers it by 0.07 or 0.06 eV. Within the present basis it still shows how the kernel acts on a strong transition. The optical kernel lowers it by 0.09 eV. The equilibrium kernel would lower it by 0.28 eV, about three times the optical shift, which is the one that applies to a vertical excitation in this model solvent, whose electrons follow at any frequency. For a real solvent, $\varepsilon_{\rm opt}$ would apply at this energy only if its electronic excitations lay well above 12 eV. The lowest singlet, near 3.91 eV, moves by only 0.002 eV with the optical kernel. The size of such a shift is governed by the potential that the transition density produces on the cavity surface. The small basis, the functional and the spherical cavity limit both the absolute values and the sizes of the shifts. The polarizabilities are far from converged in the basis: in aug-cc-pVTZ the frozen, optical and equilibrium values are 23.2, 24.3 and 26.5 bohr³ and the gas-phase value is 23.4 bohr³, each 5 to 6 bohr³ above the 6-31G* results. In aug-cc-pVDZ the lowest singlet lies at 3.75 eV and the optical kernel lowers it by 0.003 eV. Within this fixed model, the comparison isolates the effect of the kernel; the direction of that effect and the ordering of the three cases follow from the proofs above. For the bright singlet this holds because it is the seventh singlet in order of energy with each of the three kernels, so the min-max principle applies to it. The remaining values are in the numerical output below.

## Numbers as computed

```
static permittivity: 80.0
optical permittivity: 1.8
Debye time: 8.0 ps
cavity radius: 3.00 angstrom = 5.6692 bohr
atom C x y z: 0.00 0.00 -0.40 angstrom
atom O x y z: 0.00 0.00 0.80 angstrom
atom H x y z: 0.00 0.94 -0.98 angstrom
atom H x y z: 0.00 -0.94 -0.98 angstrom
3D grid: nodes 1000, null modes found 52, expected 52
3D grid: lowest kernel eigenvalue -3.9211 (grid units)
3D grid: highest kernel eigenvalue 1.7e-16 (grid units)
radial test, largest relative error: 9.6e-06
dipole-mode outside fraction p: 0.6667
dipole-mode screening, static: 0.9814
dipole-mode screening, optical: 0.3478
dipole-mode relaxation time: 0.2286 ps
relaxation frequency omega/2pi: 696.3 GHz
polarization free energy: -0.0608 eV
part of it from l = 9, 10: -5.1e-07 eV
electrons outside cavity: 0.0068
dipole z, gas: -0.8003 e bohr
dipole z, solvated: -0.8895 e bohr
alpha_zz gas phase: 18.2988 bohr^3
alpha_zz frozen kernel: 18.1170 bohr^3 = 2.6847 angstrom^3
  same by finite field: 18.1171 bohr^3
alpha_zz optical kernel: 18.7780 bohr^3 = 2.7826 angstrom^3
  same by finite field: 18.7781 bohr^3
alpha_zz equilibrium kernel: 20.1207 bohr^3 = 2.9816 angstrom^3
  same by finite field: 20.1209 bohr^3
dipole-only estimate, optical: 18.7660 bohr^3
dipole-only estimate, equilibrium: 20.0760 bohr^3
alpha_zz at relaxation frequency, real: 19.4011 bohr^3
alpha_zz at relaxation frequency, imag: 0.6695 bohr^3
alpha_zz at 2 eV, Debye kernel, real: 19.1396 bohr^3
alpha_zz at 2 eV, optical kernel: 19.1396 bohr^3
alpha_zz at 2 eV, static kernel (wrong): 20.5365 bohr^3
lowest singlet, frozen: 3.9128 eV
lowest singlet, optical: 3.9112 eV
lowest singlet, equilibrium: 3.9080 eV
bright singlet oscillator strength, frozen: 0.4620
bright singlet, frozen: 11.8431 eV, overlap 1.0000
bright singlet, optical: 11.7526 eV, overlap 0.9995
bright singlet, equilibrium: 11.5644 eV, overlap 0.9957
```
